**Hybrid plasmon-phonon branches of an electron sheet between silicon and a polar oxide**

The program tests the closed formula ω±² = ½[S + P ± √((S + P)² − 4PT)]. Here T is the squared transverse phonon energy, S the squared bare interface-phonon energy, and P the squared plasmon energy with the oxide ions at rest. The reference is a diagonalization of the discretized equations of motion for the oxide polarization and the sheet, coupled through the Poisson equation. The program asserts agreement of the energies and of the sheet's share of kinetic energy, the long-wavelength laws of both branches, and equal mixing at q*. It also asserts the formulas for a metal gate and for a sheet set back into the silicon, and compares the thermal electron response with a direct momentum sum. For the example, the interface phonon lies at 59.33 meV and the branches at q* = 0.0713 nm⁻¹ lie at 40.31 and 73.59 meV. Without a gate the upper branch tends to the interface phonon at long wavelength; with a gate it tends to the longitudinal phonon at 86.60 meV. The remaining output sizes set-back, thermal motion, collisions, a second oxide resonance and heavier valleys.

## Numerical check

```python
"""Hybrid plasmon-phonon modes of an electron sheet between silicon and an oxide.

Result under test (open stack, no gate, no damping, no retardation):
  w^2 = [S + P -+ sqrt((S + P)^2 - 4 P T)] / 2
  T = (oxide transverse energy)^2, S = T (eps_si + eps_0)/(eps_si + eps_inf),
  P = strength * q / (eps_si + eps_inf), strength = hbar^2 n e^2/(m vacuum_eps).
For q -> 0 the lower mode vanishes and the upper becomes the interface phonon.
With a metal gate the upper limit is the longitudinal oxide phonon instead.
Energies are in eV and lengths in nm inside the program; printed energies in meV.
The reference is a diagonalization of the discretized equations of motion:
oxide polarization in every cell, one sheet oscillator, Poisson equation on a grid.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

# Round model parameters, alumina-like oxide on a silicon inversion layer
EPS_SI, EPS_0, EPS_INF = 11.7, 9.0, 3.0
E_TO = 0.050            # eV
DENSITY = 0.1           # per nm^2, equals 1e13 per cm^2
MASS = 0.19             # free-electron masses
T_OX, SETBACK = 30.0, 1.2   # nm
TEMPERATURE, MOBILITY = 300.0, 200.0   # K, cm^2/Vs
E_TO_SECOND = 0.070     # eV, second resonance used only to size its neglect

T = E_TO**2
DELTA = EPS_0 - EPS_INF
A = EPS_SI + EPS_INF
B = EPS_SI + EPS_0
S = T * B / A
L = T * EPS_0 / EPS_INF
HB2M = sc.hbar**2 / (MASS * sc.m_e * sc.e) * 1e18       # eV nm^2
COULOMB = sc.e / sc.epsilon_0 * 1e9                     # eV nm
STRENGTH = COULOMB * HB2M * DENSITY                     # eV^2 nm
Q_STAR = B * T / STRENGTH


def branches(q, strength=STRENGTH):
    """Closed formula for the open stack, sheet at the interface."""
    p = strength * q / A
    mean = (S + p) / 2
    upper = mean + np.sqrt(mean**2 - p * T)
    return np.sqrt(np.array([p * T / upper, upper]))


def sheet_share(q):
    """Sheet part of the kinetic energy in the upper mode."""
    low, up = branches(q)**2
    return (up - S) / (up - low)


def stack_branches(q, thickness, setback):
    """Gate at the given oxide thickness, sheet set back into silicon."""
    c = 1 / np.tanh(q * thickness)

    def numerator(sign):
        return np.poly1d([-(EPS_SI + sign * c * EPS_INF),
                          T * (EPS_SI + sign * c * EPS_0)])
    image = numerator(1) + np.exp(-2 * q * setback) * numerator(-1)
    poly = np.poly1d([2 * EPS_SI, 0]) * numerator(1) - STRENGTH * q * image
    return np.sqrt(np.sort(poly.r.real))


def diagonalize(q, si_cells, ox_cells, depth_cells=0, strength=STRENGTH):
    """Modes from coupled equations of motion; both outer ends are grounded."""
    h = np.concatenate([si_cells, ox_cells])
    n, n_si = len(h), len(si_cells)
    i = np.arange(n)
    grad = np.zeros((2 * n, n + 1))
    grad[i, i], grad[i, i + 1] = -1 / h, 1 / h
    grad[n + i, i] = grad[n + i, i + 1] = q / 2
    grad = grad[:, 1:-1]
    eps = np.where(i < n_si, EPS_SI, EPS_INF)
    stiffness = grad.T @ (np.tile(h * eps, 2)[:, None] * grad)
    oxide = np.concatenate([i[n_si:], n + i[n_si:]])
    scale = np.sqrt(DELTA * T * np.tile(ox_cells, 2))
    sheet = np.zeros((n - 1, 1))
    sheet[n_si - depth_cells - 1, 0] = np.sqrt(strength) * q
    drive = np.hstack([(scale[:, None] * grad[oxide]).T, sheet])
    matrix = drive.T @ np.linalg.solve(stiffness, drive)
    matrix = (matrix + matrix.T) / 2
    k = np.arange(len(oxide))
    matrix[k, k] += T
    w, v = np.linalg.eigh(matrix)
    # bulk transverse and longitudinal oxide modes do not touch the sheet
    keep = (abs(w / T - 1) > 1e-6) & (abs(w / L - 1) > 1e-6)
    assert keep.sum() == 2
    return np.sqrt(abs(w[keep])), v[-1, keep]**2


def open_modes(q, strength=STRENGTH):
    cells = np.full(160, 0.05 / q)      # each side is 8/q deep
    return diagonalize(q, cells, cells, 0, strength)


# Bare interface phonon, branches and energy shares from the equations of motion
bare = open_modes(Q_STAR, 0.0)[0]
assert abs(bare[1] / np.sqrt(S) - 1) < 1e-6
for factor in (0.01, 0.1, 0.5, 1.0, 3.0, 10.0):
    q = factor * Q_STAR
    energy, share = open_modes(q)
    assert np.allclose(energy, branches(q), rtol=2e-6)
    assert abs(share[1] - sheet_share(q)) < 1e-5
    assert energy[0] < E_TO < np.sqrt(S) < energy[1]

# Long-wavelength laws, tested on the diagonalized modes
q_small = 1e-4 * Q_STAR
energy, share_small = open_modes(q_small)
p_small = STRENGTH * q_small / A
assert abs(energy[0]**2 / (STRENGTH * q_small / B) - 1) < 1e-3
assert abs((energy[1]**2 - S) / (p_small * (1 - T / S)) - 1) < 1e-3
assert share_small[1] < 1e-3 and share_small[0] > 0.999

# Equal mixing at Q_STAR
energy, share = open_modes(Q_STAR)
mix = np.sqrt(1 - T / S)
assert np.allclose(energy**2, S * np.array([1 - mix, 1 + mix]), rtol=5e-6)
assert abs(share[1] - 0.5) < 1e-5

# Gate and set-back; tolerance covers the finite cell size
for q in (0.01, Q_STAR):
    far = np.full(160, 0.05 / q)
    near = np.full(8, SETBACK / 8)
    ox = np.full(60, T_OX / 60)
    got = diagonalize(q, far, ox)[0]
    assert np.allclose(got, stack_branches(q, T_OX, 0), rtol=1e-3)
    got = diagonalize(q, np.concatenate([far, near]), ox, 8)[0]
    assert np.allclose(got, stack_branches(q, T_OX, SETBACK), rtol=1e-3)
q = 1e-4
got = diagonalize(q, np.full(160, 0.05 / q), np.full(20, T_OX / 20))[0]
assert abs(got[1] / np.sqrt(L) - 1) < 5e-3
assert abs(got[0] / (q * np.sqrt(STRENGTH * T_OX / EPS_0)) - 1) < 5e-3

# Finite-temperature response of the two-dimensional gas (spin 2, valleys 2)
KT = sc.k * TEMPERATURE / sc.e
DEG = 4
E_FERMI = 2 * np.pi * HB2M * DENSITY / DEG
MU = KT * np.log(np.expm1(E_FERMI / KT))
K_FERMI = np.sqrt(4 * np.pi * DENSITY / DEG)
NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)


def occupation(k):
    return expit((MU - HB2M * k**2 / 2) / KT)


def response(q, e):
    """Density response; angular integral done analytically."""
    a, recoil = HB2M * q, HB2M * q**2 / 2
    u, wu = (NODES + 1) * np.pi / 4, WEIGHTS * np.pi / 4
    s, ws = (NODES + 1) * 1.5 * a, WEIGHTS * 1.5 * a

    def real_part(x):
        return x / a**2 * np.sum(wu * np.sin(u) * occupation(abs(x) / a * np.sin(u)))

    def imag_part(x):
        return np.sum(ws * occupation(np.sqrt(x**2 + s**2) / a)) / a**2
    re = real_part(e - recoil) - real_part(e + recoil)
    im = imag_part(e - recoil) - imag_part(e + recoil)
    return DEG / (2 * np.pi) * (re - 1j * im)


def response_brute(q, e, eta):
    """Same response from a direct sum over momentum with broadening eta."""
    nodes, weights = np.polynomial.legendre.leggauss(800)
    k, wk = nodes + 1, weights
    cosine = np.cos((np.arange(4000) + 0.5) * np.pi / 4000)
    a, recoil = HB2M * q, HB2M * q**2 / 2
    x = e + 1j * eta - a * k[:, None] * cosine[None, :]
    mean = np.mean(1 / (x - recoil) - 1 / (x + recoil), axis=1)
    return DEG / (2 * np.pi) * np.sum(wk * k * occupation(k) * mean)


cold = DENSITY * HB2M * 0.01**2 / 0.05**2
assert abs(response(0.01, 0.05) / cold - 1) < 5e-3
for e in (0.02, 0.03):
    direct = 2 * response_brute(Q_STAR, e, 2e-4) - response_brute(Q_STAR, e, 4e-4)
    assert abs(direct / response(Q_STAR, e) - 1) < 1e-2


def eps_oxide(e):
    return EPS_INF + DELTA * T / (T - e**2)


def total(q, e):
    return EPS_SI + eps_oxide(e) - COULOMB / q * response(q, e)


def thermal_mode(q, low, high):
    e = brentq(lambda x: total(q, x).real, low, high, xtol=1e-12)
    slope = (total(q, e + 1e-6).real - total(q, e - 1e-6).real) / 2e-6
    return e, total(q, e).imag / slope


grid = np.linspace(0.02, 0.9999 * E_TO, 300)
sign = np.array([total(Q_STAR, e).real for e in grid]) > 0
last = np.where(~sign[:-1] & sign[1:])[0][-1]
warm_low, decay_low = thermal_mode(Q_STAR, grid[last], grid[last + 1])
warm_up, decay_up = thermal_mode(Q_STAR, 1.0001 * E_TO, 0.3)

# Edge of single-particle excitations at zero temperature
q_edge = brentq(lambda q: branches(q)[0] - HB2M * (q**2 / 2 + K_FERMI * q), 1e-3, 2)

# Collisions: energy = i*s, sheet response uses e*(e + i*rate)
RATE = sc.hbar / (MASS * sc.m_e * MOBILITY * 1e-4)      # hbar/(m mu) in eV


def collisional(q):
    p = STRENGTH * q / A
    return np.roots([1, RATE, S + p, RATE * S, p * T])


damped = collisional(Q_STAR)
e_c = 1j * damped
assert np.allclose((EPS_SI + eps_oxide(e_c)) * e_c * (e_c + 1j * RATE),
                   STRENGTH * Q_STAR, rtol=1e-8)
damped = sorted(damped[damped.imag > 1e-9], key=lambda s: s.imag)
assert len(damped) == 2 and max(s.real for s in damped) < 0
q_lo, q_hi = 1e-5, Q_STAR
for _ in range(50):
    q_mid = np.sqrt(q_lo * q_hi)
    if np.sum(collisional(q_mid).imag > 1e-9) == 2:
        q_hi = q_mid
    else:
        q_lo = q_mid

# Second oxide resonance carrying half of the same total strength
T2 = E_TO_SECOND**2
p1, p2 = np.poly1d([-1, T]), np.poly1d([-1, T2])
eps_num = A * p1 * p2 + DELTA / 2 * (T * p2 + T2 * p1)
two_bare = np.sqrt(np.sort(eps_num.r.real))
three = np.sqrt(np.sort((np.poly1d([1, 0]) * eps_num
                         - STRENGTH * Q_STAR * p1 * p2).r.real))
eps_two = EPS_INF + DELTA / 2 * (T / (T - three**2) + T2 / (T2 - three**2))
assert np.allclose((EPS_SI + eps_two) * three**2, STRENGTH * Q_STAR, rtol=1e-7)

# Equal filling of all six silicon valleys: mean inverse in-plane mass
mass_six = 3 / (2 / 0.19 + 1 / 0.98)
six = branches(Q_STAR, STRENGTH * MASS / mass_six)
q_light = np.sqrt(EPS_SI * S) * sc.e / (sc.hbar * sc.c) * 1e-9
field = sc.e * DENSITY * 1e18 / (sc.epsilon_0 * EPS_0)


def mev(values):
    return ", ".join(f"{1e3 * x:.2f}" for x in np.atleast_1d(values))


print(f"eps silicon, oxide static, oxide high: {EPS_SI}, {EPS_0}, {EPS_INF}")
print(f"density {DENSITY * 1e14:.1e} cm^-2, mass {MASS} m_e")
print(f"oxide {T_OX} nm, set-back {SETBACK} nm, T {TEMPERATURE} K")
print(f"transverse phonon: {mev(E_TO)} meV")
print(f"bare interface phonon, formula: {mev(np.sqrt(S))} meV")
print(f"bare interface phonon, diagonalized: {mev(bare[1])} meV")
print(f"longitudinal phonon: {mev(np.sqrt(L))} meV")
print(f"hbar^2 n e^2/(m eps_vac): {STRENGTH:.4f} eV^2 nm")
print(f"equal-mixing wavevector q*: {Q_STAR:.5f} nm^-1")
print("q (nm^-1) | open: lower, upper (meV) | upper sheet share")
for q in (0.0001, 0.002, 0.01, 0.03, Q_STAR, 0.15):
    print(f"{q:.4f} | {mev(branches(q))} | {sheet_share(q):.4f}")
print("q (nm^-1) | 30 nm gated: lower, upper (meV)")
for q in (0.0001, 0.002, 0.01, 0.03, Q_STAR, 0.15):
    print(f"{q:.4f} | {mev(stack_branches(q, T_OX, 0))}")
print("All following mode energies are at q*")
print(f"open, formula: {mev(branches(Q_STAR))} meV")
print(f"open, diagonalized: {mev(energy)} meV")
thz = branches(Q_STAR) * sc.e / sc.h * 1e-12
print(f"open, as frequency: {thz[0]:.2f}, {thz[1]:.2f} THz")
print(f"gate at 5 nm: {mev(stack_branches(Q_STAR, 5.0, 0))} meV")
print(f"set-back, no gate: {mev(stack_branches(Q_STAR, 1e4, SETBACK))} meV")
print(f"set-back and 30 nm gate: {mev(stack_branches(Q_STAR, T_OX, SETBACK))} meV")
print(f"Fermi energy {mev(E_FERMI)} meV, kT {mev(KT)} meV")
print(f"thermal response: {mev([warm_low, warm_up])} meV")
print(f"Landau amplitude decay: {1e3*decay_low:.1e}, {1e3*decay_up:.1e} meV")
print(f"lower branch meets T=0 pair continuum: q = {q_edge:.3f} nm^-1")
print(f"2 k_F: {2 * K_FERMI:.3f} nm^-1")
print(f"mobility {MOBILITY} cm^2/Vs, hbar/tau {mev(RATE)} meV")
print(f"with collisions: {mev([s.imag for s in damped])} meV")
print(f"collision amplitude decay: {mev([-s.real for s in damped])} meV")
print(f"lower branch overdamped below q = {q_hi:.5f} nm^-1")
print(f"second resonance at {mev(E_TO_SECOND)} meV, half the strength")
print(f"its two bare interface phonons: {mev(two_bare)} meV")
print(f"its three hybrid branches: {mev(three)} meV")
print(f"six-valley mass {mass_six:.3f} m_e: {mev(six)} meV")
print(f"silicon light line at interface phonon: {q_light:.2e} nm^-1")
print(f"oxide field {field / 1e8:.2f} MV/cm, drop {field * T_OX * 1e-9:.2f} V")
print("every check passed")
```

Output:

```
eps silicon, oxide static, oxide high: 11.7, 9.0, 3.0
density 1.0e+13 cm^-2, mass 0.19 m_e
oxide 30.0 nm, set-back 1.2 nm, T 300.0 K
transverse phonon: 50.00 meV
bare interface phonon, formula: 59.33 meV
bare interface phonon, diagonalized: 59.33 meV
longitudinal phonon: 86.60 meV
hbar^2 n e^2/(m eps_vac): 0.7257 eV^2 nm
equal-mixing wavevector q*: 0.07131 nm^-1
q (nm^-1) | open: lower, upper (meV) | upper sheet share
0.0001 | 1.87, 59.35 | 0.0004
0.0020 | 8.34, 59.58 | 0.0084
0.0100 | 18.32, 60.65 | 0.0473
0.0300 | 30.06, 64.01 | 0.1808
0.0713 | 40.31, 73.59 | 0.5000
0.1500 | 45.79, 93.96 | 0.7885
q (nm^-1) | 30 nm gated: lower, upper (meV)
0.0001 | 0.16, 86.27
0.0020 | 2.99, 81.04
0.0100 | 12.84, 70.75
0.0300 | 27.87, 66.42
0.0713 | 40.13, 73.71
0.1500 | 45.79, 93.96
All following mode energies are at q*
open, formula: 40.31, 73.59 meV
open, diagonalized: 40.31, 73.59 meV
open, as frequency: 9.75, 17.79 THz
gate at 5 nm: 32.08, 78.36 meV
set-back, no gate: 40.92, 71.84 meV
set-back and 30 nm gate: 40.77, 71.96 meV
Fermi energy 63.00 meV, kT 25.85 meV
thermal response: 42.07, 74.59 meV
Landau amplitude decay: 3.9e-04, 1.7e-18 meV
lower branch meets T=0 pair continuum: q = 0.179 nm^-1
2 k_F: 1.121 nm^-1
mobility 200.0 cm^2/Vs, hbar/tau 30.47 meV
with collisions: 40.84, 70.89 meV
collision amplitude decay: 8.14, 7.09 meV
lower branch overdamped below q = 0.00646 nm^-1
second resonance at 70.00 meV, half the strength
its two bare interface phonons: 53.32, 77.89 meV
its three hybrid branches: 41.91, 57.92, 85.56 meV
six-valley mass 0.260 m_e: 36.86, 68.82 meV
silicon light line at interface phonon: 1.03e-03 nm^-1
oxide field 2.01 MV/cm, drop 6.03 V
every check passed
```
